# Why deleting radial derivatives gives the wrong Rashba ring Hamiltonian

**Q:** I want the Hamiltonian of an electron on a thin ring with Rashba coupling. The electron cannot move radially, so I write the two-dimensional Hamiltonian in polar coordinates, set $r=a$ and delete every $\partial_r$. What could be wrong with that?

**A:** Let us write down what you delete. In the plane,

$$H=\frac{p^2}{2m}+V(r)+\frac{\alpha}{\hbar}(\sigma_xp_y-\sigma_yp_x),$$

where $V$ confines the electron near $r=a$. The derivatives are

$$\partial_x=\cos\varphi\,\partial_r-\frac{\sin\varphi}{r}\partial_\varphi,\qquad \partial_y=\sin\varphi\,\partial_r+\frac{\cos\varphi}{r}\partial_\varphi .$$

Define $\sigma_r=\cos\varphi\,\sigma_x+\sin\varphi\,\sigma_y$ and $\sigma_\varphi=-\sin\varphi\,\sigma_x+\cos\varphi\,\sigma_y$. Collecting terms,

$$\sigma_x\partial_y-\sigma_y\partial_x=(\sin\varphi\,\sigma_x-\cos\varphi\,\sigma_y)\partial_r+(\cos\varphi\,\sigma_x+\sin\varphi\,\sigma_y)\frac{\partial_\varphi}{r}=-\sigma_\varphi\partial_r+\frac{\sigma_r}{r}\partial_\varphi .$$

Since $p=-i\hbar\nabla$, multiplication by $-i\alpha$ gives the Rashba term

$$H_R=\alpha\left[\frac{\sigma_r}{r}L+i\sigma_\varphi\partial_r\right],\qquad L=-i\partial_\varphi+f .$$

I have included a magnetic flux through the hole, which shifts the angular momentum by $f$. The magnetic field is confined to the hole and does not reach the electron, so there is no Zeeman term. With

$$E_0=\frac{\hbar^2}{2ma^2},\qquad Q=\frac{2m\alpha a}{\hbar^2},\qquad \frac{\alpha}{a}=E_0Q,$$

your recipe gives $H_{\rm naive}=E_0[L^2+Q\sigma_rL]$. Now take its adjoint. Because $\partial_\varphi\sigma_r=\sigma_\varphi$, the product rule gives $L\sigma_r=\sigma_rL-i\sigma_\varphi$, so

$$(\sigma_rL)^\dagger=L\sigma_r=\sigma_rL-i\sigma_\varphi\neq\sigma_rL .$$

Your operator is not Hermitian.

**Q:** I could repair that by symmetrizing the product. But where would the extra term come from physically? A frozen radial mode carries no radial current, so its mean radial derivative should vanish.

**A:** The mean radial momentum vanishes, but $-i\hbar\partial_r$ is not the radial momentum in polar coordinates. The measure is $r\,dr$. Take a real radial mode $R(r)$ with $\int R^2r\,dr=1$ and $rR^2=0$ at both ends. Then

$$\langle\partial_r\rangle=\int RR'\,r\,dr=\left[\tfrac12rR^2\right]-\tfrac12\int R^2dr=-\tfrac12\left\langle\frac1r\right\rangle .$$

No thinness was assumed. For a hard-walled annulus of width $0.8a$, the computed values are $\langle\partial_r\rangle=-0.511/a$ and $\langle1/r\rangle=1.023/a$.

Now let the wave function be $R(r)\psi(\varphi)$ and average over $r$:

$$\langle H_R\rangle=\alpha\left\langle\frac1r\right\rangle\left(\sigma_rL-\frac i2\sigma_\varphi\right).$$

The second term is the Meijer term. The identity for $L\sigma_r$ shows that the bracket equals $\tfrac12(\sigma_rL+L\sigma_r)$, so projection produces the symmetrized product without our having to impose it.

The kinetic energy gives a radial constant $\varepsilon_0$, which I take as the zero of energy, plus $\hbar^2\langle r^{-2}\rangle L^2/2m$. For a thin ring $\langle1/r\rangle\to1/a$ and $\langle1/r^2\rangle\to1/a^2$, hence

$$H_{\rm ring}=E_0\left[L^2+Q\left(\sigma_rL-\frac i2\sigma_\varphi\right)\right].$$

Your instinct can be rescued by writing $R=u/\sqrt r$. The norm becomes $\int u^2dr=1$, and

$$\sqrt r\,\partial_r\frac{u}{\sqrt r}=u'-\frac{u}{2r}.$$

Here the mean of the derivative, $\int uu'\,dr$, does vanish. Dropping it leaves $-1/(2r)$, which is the Meijer term again.

**Q:** Does this small term affect anything measurable, such as the Aharonov-Casher phase?

**A:** It does for the lowest levels; at large angular momentum its effect fades, as we shall see. First solve the projected problem. Since $\sigma_r^2=1$,

$$\left(L+\frac Q2\sigma_r\right)^2=L^2+\frac Q2(L\sigma_r+\sigma_rL)+\frac{Q^2}{4}=L^2+Q\left(\sigma_rL-\frac i2\sigma_\varphi\right)+\frac{Q^2}{4}.$$

So $H_{\rm ring}=E_0[(L+Q\sigma_r/2)^2-Q^2/4]$. Write

$$\psi=e^{ij\varphi}e^{-i\varphi\sigma_z/2}\chi$$

with a constant spinor $\chi$. The components vary as $e^{i(j\mp1/2)\varphi}$, so single-valuedness makes $j$ half-integer. In this rotating spin frame $\sigma_r$ becomes $\sigma_x$, and $L$ becomes $c-\sigma_z/2$ with $c=j+f$. The operator being squared is therefore

$$c+\tfrac12(Q\sigma_x-\sigma_z).$$

The matrix $Q\sigma_x-\sigma_z$ squares to $1+Q^2$, so its eigenvalues are $s\sqrt{1+Q^2}$ with $s=\pm1$. The levels are

$$E=E_0\left[\left(j+f+\frac s2\sqrt{1+Q^2}\right)^2-\frac{Q^2}{4}\right].$$

For the phase, carry a spin once around the ring with $-i\partial_\varphi\psi=-\frac Q2\sigma_r\psi$, the transport rule contained in the square. Setting $\psi=e^{-i\varphi\sigma_z/2}\eta$ gives

$$-i\partial_\varphi\eta=-\tfrac12(Q\sigma_x-\sigma_z)\eta .$$

After one turn, $\eta$ in eigenstate $s$ has gained $e^{-i\pi s\sqrt{1+Q^2}}$, while the frame contributes $e^{-i\pi\sigma_z}=-1$. The total factor is $e^{i\Phi_s}$ with

$$\Phi_s=-\pi\left(1+s\sqrt{1+Q^2}\right),$$

where the multiple of $2\pi$ is a choice. With $n=j-\frac12$, the levels read $E_0[(n+f-\Phi_s/2\pi)^2-Q^2/4]$. The phase acts like a flux that depends on the spin state. Since $\Phi_++\Phi_-=-2\pi$, the two phases are equal and opposite up to a multiple of $2\pi$.

**Q:** Is that phase geometric?

**A:** Partly. The spin points along $s(Q,0,-1)$ in the $(r,\varphi,z)$ directions, so $\langle\sigma_r\rangle=sQ/\sqrt{1+Q^2}$ and $\langle\sigma_z\rangle=-s/\sqrt{1+Q^2}$. The mean of the transport generator gives the dynamical part

$$-\frac Q2\,2\pi\langle\sigma_r\rangle=-\frac{s\pi Q^2}{\sqrt{1+Q^2}} .$$

Subtracting this from $\Phi_s$, and using $(1+Q^2)-Q^2=1$, leaves

$$-\pi\left(1+\frac{s}{\sqrt{1+Q^2}}\right)=-\pi(1-\langle\sigma_z\rangle),$$

which is minus half the solid angle swept by the spin. For weak coupling the dynamical part vanishes as $Q^2$, and $\Phi_s$ tends to a multiple of $2\pi$, as it must without spin-orbit coupling. For $Q\gg1$ the spin lies nearly in the plane and the geometric part tends to $-\pi$.

**Q:** Now give my operator the same treatment. Perhaps its spectrum is just as good.

**A:** In the same frame it becomes, in units of $E_0$,

$$\left(c-\frac{\sigma_z}{2}\right)^2+Q\sigma_x\left(c-\frac{\sigma_z}{2}\right)=\begin{pmatrix}(c-\frac12)^2&Q(c+\frac12)\\Q(c-\frac12)&(c+\frac12)^2\end{pmatrix}.$$

The mean of the diagonal entries is $c^2+\frac14$, half their difference is $c$ in magnitude, and the product of the off-diagonal entries is $Q^2(c^2-\frac14)$. Hence

$$E_{\rm naive}=E_0\left[c^2+\tfrac14\pm\sqrt{c^2+Q^2\left(c^2-\tfrac14\right)}\right].$$

Expanding the projected result gives the same expression with $c^2+Q^2c^2$ under the root. At $f=0$ we have $c^2\ge\frac14$, so your energies are real. A real spectrum therefore does not certify the operator.

Take a model ring with $m=0.05$ electron masses, $\alpha=10$ meV nm and $a=100$ nm. Millielectronvolts and nanometres suit this scale. Then $\hbar^2/2m=762.0$ meV nm², so

$$E_0=\frac{762.0}{100^2}=0.0762\ \text{meV},\qquad Q=\frac{10\times100}{762.0}=1.312,\qquad \sqrt{1+Q^2}=1.650 .$$

For $s=-1$ the phase is $3.279-1.238=2.042$ rad, dynamical plus geometric, with the last digit affected by rounding. For $s=+1$ it is $-3.279-5.046=-8.325$ rad.

At $j=\frac12$ and $f=0$, your off-diagonal product is zero. Your levels are $0$ and $E_0=0.0762$ meV, as if $\alpha$ were absent. The projected levels are $-0.0248$ and $0.1010$ meV; the lower one is $-9.10\times10^{-7}$ hartree. The splitting is $0.1257$ meV instead of $0.0762$ meV.

Your levels also define no common phase. Dividing the branch splitting by $2|c|E_0$ should give $\sqrt{1+Q^2}=1.650$ for every $j$. Yours gives $1.000$ at $j=\frac12$ and $(0.3723-0.0087)/(3\times0.0762)=1.59$ at $j=\frac32$.

**Q:** So the two agree at large $j$?

**A:** They approach each other. For large $|c|$,

$$\sqrt{c^2(1+Q^2)-\frac{Q^2}{4}}\simeq|c|\sqrt{1+Q^2}-\frac{Q^2}{8|c|\sqrt{1+Q^2}} ,$$

so your lower branch lies too high by $E_0Q^2/(8|c|\sqrt{1+Q^2})$. At $j=10.5$ and $f=0$ the computed difference is $9.5\times10^{-4}$ meV, in agreement with this estimate. In a ring filled to such high $|j|$, the phase inferred from levels near the Fermi energy would therefore hardly reveal the missing term.

Flux exposes the fault more sharply. The root becomes imaginary when $c^2(1+Q^2)<Q^2/4$, that is, when

$$|j+f|<\frac{Q}{2\sqrt{1+Q^2}} .$$

Here that happens for $f$ between $0.102$ and $0.898$. At $f=\frac12$, $j=-\frac12$, we have $c=0$ and your energies are $E_0(\frac14\pm iQ/2)=0.0190\pm0.0500\,i$ meV. The growing solution multiplies its squared norm by $e$ every $\hbar/(QE_0)=6.58$ ps, although nothing supplies particles. The projected operator gives $0.0190$ meV twice.

**Q:** Then projection reproduces the thin-ring limit of the two-dimensional problem?

**A:** Its splittings, yes; its absolute energies, no. Projection is first order in $\alpha$. The Rashba term also excites the radial motion virtually, and this effect survives as the width $w$ goes to zero.

Let $B=\partial_r+1/(2r)$, which acts as a plain derivative on $u$ and is anti-Hermitian. Splitting off the projected form,

$$H_R=i\alpha\sigma_\varphi B+\frac\alpha r\left(\sigma_rL-\frac i2\sigma_\varphi\right).$$

Between different radial modes $B$ is of order $1/w$, while $1/r$ has elements of order $w/a^2$, so $B$ dominates. The radial gaps are of order $\hbar^2/mw^2$. Neglecting angular energies beside them, and using $\sigma_\varphi^2=1$, second-order perturbation theory gives

$$\Delta E=-\alpha^2\sum_{n\ne0}\frac{|B_{n0}|^2}{\varepsilon_n-\varepsilon_0}.$$

The powers of $w$ cancel. To find the sum, let $h$ be the radial Hamiltonian acting on $u$. From $(ru)''=ru''+2u'$ we get $[h,r]=-(\hbar^2/m)B$, so

$$(\varepsilon_n-\varepsilon_0)r_{n0}=-\frac{\hbar^2}{m}B_{n0} .$$

Solve this for one factor $B_{n0}$, and use $B_{n0}=-B_{0n}$ for the other, which holds for real modes:

$$\sum_{n\ne0}\frac{B_{n0}^2}{\varepsilon_n-\varepsilon_0}=-\frac m{\hbar^2}\sum_nB_{n0}r_{n0}=\frac m{\hbar^2}\sum_nB_{0n}r_{n0}=\frac m{\hbar^2}\langle Br\rangle .$$

The term $n=0$ could be added because $B_{00}=0$. Finally $Br-rB=1$, and anti-Hermiticity with a real mode gives $\langle rB\rangle=-\langle Br\rangle$. Thus $\langle Br\rangle=\frac12$ and

$$\Delta E=-\frac{m\alpha^2}{2\hbar^2}=-\frac{E_0Q^2}{4}=-0.0328\ \text{meV}.$$

In the thin-ring limit this shift is the same for all the ring states, so it changes neither the splittings nor $\Phi_s$.

**Q:** Can that be checked without using a ring Hamiltonian at all?

**A:** Yes, by diagonalizing the two-dimensional annulus with hard walls. At $w=0.05a$ its lowest level, measured from $\varepsilon_0$, is $-0.0576$ meV. Projection plus shift gives $-0.0248-0.0328=-0.0576$ meV. The $j=\frac12$ splitting is $0.1257$ meV, which agrees with the projected value and excludes yours.

Over the six levels with $j=\frac12,\frac32,\frac52$, the largest deviation from the shifted formula is $2.5\times10^{-3}$, $6.4\times10^{-4}$ and $1.6\times10^{-4}$ meV at $w/a=0.2$, $0.1$ and $0.05$. Each halving of the width reduces it about fourfold, so for this annulus the error falls as $w^2$. The narrowest width serves only to show the limit of the model: $w=0.05a$ is 5 nm, where the radial gap $3\pi^2E_0(a/w)^2$ is about $0.9$ eV, too large for a single parabolic mass and a constant $\alpha$ to describe a real semiconductor.

The ring description needs angular energies small beside the radial gap, and $m\alpha w/\hbar^2=Qw/2a$ small so that the spin turns little across the width. Increasing the width, the coupling or $j$ far enough, with the other two fixed, can violate these conditions. The Meijer term would still make the projected operator Hermitian there, but one radial mode would no longer describe the electron.

## Computed values

```
effective mass: 0.05 electron masses
Rashba parameter alpha: 10.0 meV nm
ring radius a: 100.0 nm
hbar^2/(2m): 761.996 meV nm^2
E0: 0.076200 meV
Q: 1.31234 (dimensionless)
sqrt(1+Q^2): 1.64992 (dimensionless)
AC phase, s=-1: 2.04179 rad
  dynamical part: 3.27930 rad
  geometric part: -1.23751 rad
AC phase, s=+1: -8.32497 rad
  dynamical part: -3.27930 rad
  geometric part: -5.04568 rad
spin of s=-1 state: <sigma_r> -0.79540, <sigma_z> 0.60609
j=0.5, s=-1: projected -0.024762 meV, naive 0.000000 meV
  annulus w=0.05a: -0.057568 meV
j=0.5, s=+1: projected 0.100962 meV, naive 0.076200 meV
  annulus w=0.05a: 0.068171 meV
j=1.5, s=-1: projected 0.001914 meV, naive 0.008663 meV
  annulus w=0.05a: -0.030871 meV
j=1.5, s=+1: projected 0.379084 meV, naive 0.372335 meV
  annulus w=0.05a: 0.346346 meV
lowest projected level: -9.0998e-07 hartree
constant shift -m alpha^2/(2 hbar^2): -0.032809 meV
j=1/2 splitting, projected: 0.125723 meV
j=1/2 splitting, naive: 0.076200 meV
j=1/2 splitting, annulus w=0.05a: 0.125739 meV
w=0.2a: largest annulus deviation from limit 2.529e-03 meV
w=0.1a: largest annulus deviation from limit 6.387e-04 meV
w=0.05a: largest annulus deviation from limit 1.604e-04 meV
w=0.8a: <d/dr> -0.511288 /a, <1/r> 1.022576 /a
w=0.8a: radial sum 0.249996 (units 2m/hbar^2; rule 1/4)
naive energies complex for flux shift f from 0.1023 to 0.8977
f=1/2, naive pair: 0.019050 +/- 0.050000 i meV
f=1/2, projected pair: 0.019050 meV (twice)
f=1/2, e-folding time of naive squared norm: 6.582 ps
j=10.5: naive minus projected, lower branch: 9.472e-04 meV
```
